**Substrate effect in the indentation of a soft film**

The program tests the law $E_f/E_{\rm app}=1-\alpha(a/t)+\beta(a/t)^3+\dots$ for a film of modulus $E_f$ and thickness $t$ on a stiffer substrate, where $a$ is the contact radius and $E_{\rm app}$ the modulus inferred from the half-space rule. It asserts that the closed-form surface compliance agrees with a direct matrix solution of the elastic equations, and that the cubic coefficient agrees with the full integral equation. It differentiates a cone's load curve and asserts that the stiffness equals that of a flat punch of the same radius. An axisymmetric finite-element model independently tests the stiffness and the substrate's share of strain energy, including the integral of that share over the logarithm of substrate modulus. Matched and softer substrates serve as controls. For a 5 GPa film, 500 nm thick, on silicon, the output shows an apparent modulus of 6.40 GPa at a contact depth of 50 nm. The last lines estimate effects outside the model, among them friction, tip rounding and densification of the pores.

## Check in Python

```python
# Result under test: a film (modulus Ef, thickness t) on a stiffer substrate (Es),
# probed by a frictionless contact of radius a, shows an apparent modulus
#   Ef/Eapp = 1 - alpha*(a/t) + beta*(a/t)^3 + ...,
# and d ln(Eapp)/d ln(Es) is the substrate's share of the elastic strain energy.
# Symbols: tau = a/t, x = wavenumber*t, M(x) = surface compliance of the layered
# body divided by that of a half-space of film material, nu = Poisson ratio.
# Moduli are in GPa, lengths in nm; the finite-element mesh uses a = 1.
import numpy as np
from scipy.linalg import expm, schur
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

Ef, Es, nu, t = 5.0, 165.0, 0.25, 500.0
half_angle = np.radians(70.3)
tan_tip = np.tan(half_angle)


def gauss(n, lo, hi):
    p, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (p + 1) / 2, w * (hi - lo) / 2


def compliance(x, ef, es, nf, ns):
    mf, ms = ef / (2 * (1 + nf)), es / (2 * (1 + ns))
    kf, ks = 3 - 4 * nf, 3 - 4 * ns
    b = (mf - ms) / (mf + kf * ms)
    c = (ks * mf - kf * ms) / (ks * mf + ms)
    q = np.exp(-2 * x)
    return (1 + 4 * b * x * q - b * c * q**2) / (
        (1 - b * q) * (1 - c * q) - 4 * b * x**2 * q)


def state_matrix(e, n):
    # depth derivative of (vertical disp., radial disp., normal, shear traction)
    mu = e / (2 * (1 + n))
    lam = 2 * mu * n / (1 - 2 * n)
    L = lam + 2 * mu
    return np.array([[0, -lam / L, 1 / L, 0], [1, 0, 0, 1 / mu],
                     [0, 0, 0, -1], [0, L - lam**2 / L, lam / L, 0]])


def compliance_direct(x, ef, es, nf, ns):
    _, Z, count = schur(state_matrix(es, ns), sort='lhp')
    assert count == 2
    top = expm(-state_matrix(ef, nf) * x) @ Z[:, :2]
    coef = np.linalg.solve(top[2:], np.array([-1.0, 0.0]))
    return (top[0] @ coef) * ef / (1 - nf**2) / 2


X, WX = gauss(300, 0, 25)
SN, SW = gauss(24, 0, 1)


def punch(tau, ef=Ef, es=Es, nf=nu, ns=nu):
    """Load integrals and edge values for right-hand sides 1 and s."""
    g = (1 - compliance(X, ef, es, nf, ns)) * WX
    C = np.cos(tau * np.outer(SN, X))
    K = 2 / np.pi * tau * (C * g) @ C.T
    edge = 2 / np.pi * tau * (np.cos(tau * X) * g) @ C.T
    f = np.linalg.solve(np.eye(len(SN)) - K * SW,
                        np.column_stack([np.ones_like(SN), SN]))
    return SW @ f, 1 + (edge * SW) @ f


def ratio(tau, **kw):
    return punch(tau, **kw)[0][0]


# --- layered surface compliance against direct solution of the equations
for x in (0.2, 0.7, 1.5, 3.0):
    for case in ((5, 165, .25, .25), (5, 165, .35, .2), (5, 1, .25, .4)):
        m1, m2 = compliance(x, *case), compliance_direct(x, *case)
        assert abs(m1 / m2 - 1) < 1e-5, (x, case, m1, m2)
assert abs(compliance(1e-7, Ef, Es, nu, nu) - Ef / Es) < 1e-5

# --- small-contact coefficients against the full integral equation
defect = 1 - compliance(X, Ef, Es, nu, nu)
alpha = 2 / np.pi * np.sum(WX * defect)
beta = 2 / (3 * np.pi) * np.sum(WX * X**2 * defect)
tau_small = 0.05
cubic = (1 / ratio(tau_small) - 1 + alpha * tau_small) / tau_small**3
assert abs(cubic / beta - 1) < 0.03, (cubic, beta)

# --- controls: matched and softer substrates
soft = ratio(0.28, es=1.0)
assert abs(ratio(0.28, es=Ef) - 1) < 1e-10 and soft < 1
assert all(ratio(v) > 1 for v in (0.001, 0.01, 0.1, 0.5, 1.0))


# --- a cone's incremental stiffness equals that of a flat punch of equal radius
def cone(a):
    load, edge = punch(a)
    depth = np.pi / 2 * a / tan_tip * edge[1] / edge[0]
    force = 2 * a * (depth * load[0] - np.pi / 2 * a / tan_tip * load[1])
    return depth, force


for a_c in (0.3, 0.8):
    (d1, p1), (d2, p2) = cone(a_c - 1e-4), cone(a_c + 1e-4)
    assert abs((p2 - p1) / (d2 - d1) / (2 * a_c * ratio(a_c)) - 1) < 1e-5


# --- axisymmetric finite elements, nine-node rectangles, graded to the edge
class Elements:
    def __init__(self, tau):
        g = 1e-4 * 1.6 ** np.arange(36)
        rl = np.concatenate([[0], 1 - g[g < 0.75][::-1], [1], 1 + g])
        zl = np.concatenate([[0], 1.6 ** np.arange(-22.0, 14.0) / tau])
        nr, nz = len(rl) - 1, len(zl) - 1
        I, J = [v.ravel() for v in np.meshgrid(range(nr), range(nz), indexing='ij')]
        hr, hz = np.diff(rl)[I], np.diff(zl)[J]
        self.rc, self.zc = rl[I] + hr / 2, zl[J] + hz / 2
        self.zbottom = zl[J + 1]
        self.sub = self.zc > 1 / tau
        cols = 2 * nz + 1
        node = np.stack([(2 * I + i) * cols + 2 * J + j
                         for i in range(3) for j in range(3)], axis=1)
        self.dof = np.stack([2 * node, 2 * node + 1], axis=2).reshape(len(I), 18)
        rn = np.empty(2 * nr + 1)
        rn[::2], rn[1::2] = rl, (rl[1:] + rl[:-1]) / 2
        ir, iz = [v.ravel() for v in np.meshgrid(range(2 * nr + 1), range(cols),
                                                 indexing='ij')]
        self.outer = (ir == 2 * nr) | (iz == 2 * nz)
        self.axis = ir == 0
        self.tip = (iz == 0) & (rn[ir] < 1 + 1e-9)
        self.edge = np.where(self.tip)[0][-1]
        lam, mu = nu / ((1 + nu) * (1 - 2 * nu)), 1 / (2 * (1 + nu))
        D = np.diag([2 * mu, 2 * mu, 2 * mu, mu])
        D[:3, :3] += lam
        self.ke = np.zeros((len(I), 18, 18))
        pts, wts = np.polynomial.legendre.leggauss(3)

        def shape(p):
            return (np.array([p * (p - 1) / 2, 1 - p * p, p * (p + 1) / 2]),
                    np.array([p - 0.5, -2 * p, p + 0.5]))
        for p, wp in zip(pts, wts):
            for q, wq in zip(pts, wts):
                (a0, a1), (b0, b1) = shape(p), shape(q)
                r = self.rc + p * hr / 2
                dr = np.outer(2 / hr, np.outer(a1, b0).ravel())
                dz = np.outer(2 / hz, np.outer(a0, b1).ravel())
                B = np.zeros((len(I), 4, 18))
                B[:, 0, 0::2], B[:, 1, 1::2] = dr, dz
                B[:, 2, 0::2] = np.outer(1 / r, np.outer(a0, b0).ravel())
                B[:, 3, 0::2], B[:, 3, 1::2] = dz, dr
                vol = wp * wq * 2 * np.pi * r * hr * hz / 4
                self.ke += vol[:, None, None] * (B.transpose(0, 2, 1) @ (D @ B))

    def solve(self, es, stick=False, factor=1.0):
        """Stiffness, substrate energy share, radial edge motion; unit depth."""
        e = np.where(self.sub, es, Ef) * factor
        n = 2 * len(self.tip)
        rows, cols = np.repeat(self.dof, 18, axis=1), np.tile(self.dof, (1, 18))
        K = coo_matrix(((self.ke * e[:, None, None]).ravel(),
                        (rows.ravel(), cols.ravel())), shape=(n, n)).tocsr()
        fixed = np.zeros(n, bool)
        fixed[0::2] = self.outer | self.axis | (self.tip & stick)
        fixed[1::2] = self.outer | self.tip
        u = np.zeros(n)
        u[1::2][self.tip] = 1.0
        free = np.where(~fixed)[0]
        rhs = -(K @ u)[free]
        u[free] = spsolve(K[free][:, free].tocsc(), rhs)
        ue = u[self.dof]
        energy = e * np.einsum('ei,ei->e', ue, np.einsum('eij,ej->ei', self.ke, ue))
        return energy.sum(), energy[self.sub].sum() / energy.sum(), u[2 * self.edge]


h_ref = 0.1 * t
a_ref = h_ref * tan_tip
tau = a_ref / t
fem = Elements(tau)
s_unit = 2 * Ef / (1 - nu**2)          # half-space punch stiffness for a = 1
s_hom, share_hom, edge_move = fem.solve(Ef)
s_si, share_si, _ = fem.solve(Es)
# 1% allows for the finite mesh and its outer boundary
assert abs(s_hom / s_unit - 1) < 0.01, s_hom / s_unit
assert abs(s_si / s_unit / ratio(tau) - 1) < 0.01, (s_si / s_unit, ratio(tau))


def log_slope(es, d=0.01):
    return np.log(ratio(tau, es=es * np.exp(d)) / ratio(tau, es=es * np.exp(-d))) / (2 * d)


for es, share in ((Ef, share_hom), (Es, share_si)):
    assert abs(log_slope(es) / share - 1) < 0.03, (es, log_slope(es), share)
assert share_si < share_hom
path, weight = gauss(5, np.log(Ef), np.log(Es))
accumulated = sum(w * fem.solve(np.exp(p))[1] for p, w in zip(path, weight))
assert abs(accumulated / np.log(ratio(tau)) - 1) < 0.03, accumulated

# --- neglected effects
s_stick = fem.solve(Es, stick=True)[0]
stick_hom = fem.solve(Ef, stick=True)[0] / s_hom
assert abs(stick_hom / ((1 - nu) * np.log(3 - 4 * nu) / (1 - 2 * nu)) - 1) < 0.01
inward = (1 - 2 * nu) * (1 + nu) * s_unit / (2 * np.pi * Ef)
assert abs(-edge_move / inward - 1) < 0.03, (edge_move, inward)
cone_load = np.pi / 2 * Ef / (1 - nu**2) / tan_tip     # half-space cone, a = 1
cone_inward = (1 - 2 * nu) * (1 + nu) * cone_load / (2 * np.pi * Ef)
zone = (fem.rc < 1) & (fem.zc < 1)
zone_depth = fem.zbottom[zone].max()
density_rise = 0.10
s_dense = fem.solve(Es, factor=np.where(zone, (1 + density_rise)**2, 1.0))[0]
E_dia, nu_dia = 1100.0, 0.07
E_star_app = ratio(tau) * Ef / (1 - nu**2)
dia_drop = 1 - 1 / (1 + E_star_app * (1 - nu_dia**2) / E_dia)
tip_R = 50.0
tip_offset = tip_R * (1 / np.sin(half_angle) - 1)

# --- worked example
print(f"film modulus {Ef:.1f} GPa, thickness {t:.0f} nm, Poisson ratio {nu:.2f}")
print(f"substrate modulus {Es:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"cone half-angle {np.degrees(half_angle):.1f} deg, a/contact depth {tan_tip:.3f}")
print(f"alpha {alpha:.4f}, beta {beta:.4f} (dimensionless)")
print("contact depth nm | a nm | a/t | Eapp GPa | Eapp GPa linear | with cubic")
for h in (5, 10, 25, 50, 100):
    v = h * tan_tip / t
    lin = 1 - alpha * v
    print(f"{h:4d} | {h*tan_tip:6.1f} | {v:.4f} | {Ef*ratio(v):.3f} | "
          f"{Ef/lin:.3f} | {Ef/(lin + beta*v**3):.3f}")
tau5 = brentq(lambda v: ratio(v) - 1.05, 1e-4, 0.5)
print(f"5% overestimate: a/t {tau5:.4f}, a {tau5*t:.1f} nm, "
      f"contact depth {tau5*t/tan_tip:.1f} nm")
print(f"overestimate at depth t/10: {100*(ratio(tau)-1):.1f} %")
print(f"finite-element Eapp at depth t/10: {Ef*s_si/s_unit:.3f} GPa")
print("energy share of substrate at depth t/10 (finite elements | log slope):")
print(f"  matched substrate {share_hom:.4f} | {log_slope(Ef):.4f}")
print(f"  silicon           {share_si:.4f} | {log_slope(Es):.4f}")
print(f"accumulated share {accumulated:.4f}, ln(Eapp/Ef) {np.log(ratio(tau)):.4f}")
print("substrate modulus GPa | Eapp GPa | substrate energy share, depth t/10")
for es in (1.0, 5.0, 10.0, 20.0, 50.0, 165.0):
    print(f"  {es:5.0f} | {Ef*ratio(tau, es=es):.3f} | {log_slope(es):.4f}")
rigid = ratio(tau, es=1e9)
assert rigid > ratio(tau)
print(f"rigid substrate: Eapp {Ef*rigid:.3f} GPa")
R_ball, h_ball = 5000.0, 5.0
a_ball = np.sqrt(2 * R_ball * h_ball - h_ball**2)
print(f"sphere radius {R_ball:.0f} nm, contact depth {h_ball:.0f} nm: "
      f"a {a_ball:.1f} nm, a/t {a_ball/t:.3f}, Eapp {Ef*ratio(a_ball/t):.3f} GPa")
v1, v2 = 25 * tan_tip / t, 50 * tan_tip / t
y1, y2 = 1 / (Ef * ratio(v1)), 1 / (Ef * ratio(v2))
E_line = 1 / (y1 - v1 * (y2 - y1) / (v2 - v1))
assert abs(E_line / Ef - 1) < 0.03
print(f"line of 1/Eapp through 25 and 50 nm: intercept modulus {E_line:.3f} GPa")
print("neglected effects at depth t/10:")
print(f"  silicon at 130 | 188 GPa: Eapp {Ef*ratio(tau, es=130.):.3f} | "
      f"{Ef*ratio(tau, es=188.):.3f} GPa")
print(f"  film Poisson ratio 0.15 | 0.35: Eapp/Ef {ratio(tau, nf=.15):.3f} | "
      f"{ratio(tau, nf=.35):.3f}")
print(f"  diamond ({E_dia:.0f} GPa, {nu_dia:.2f}) compliance: {-100*dia_drop:.2f} %")
print(f"  full sticking instead of no friction: {100*(s_stick/s_si-1):+.2f} %")
print(f"  inward edge motion, elastic cone on half-space: {100*cone_inward:.1f} % of a")
print(f"  tip radius {tip_R:.0f} nm: a larger by {100*tip_offset/h_ref:.1f} %")
print(f"  thickness left under tip {t-h_ref:.0f} nm: "
      f"Eapp {Ef*ratio(a_ref/(t-h_ref)):.3f} GPa")
print(f"  density +{100*density_rise:.0f} % (modulus as density squared) within "
      f"r<a, z<{zone_depth:.2f}a: {100*(s_dense/s_si-1):+.1f} %")
print("done: every assertion held")
```

Printed output:

```
film modulus 5.0 GPa, thickness 500 nm, Poisson ratio 0.25
substrate modulus 165 GPa, Poisson ratio 0.25
cone half-angle 70.3 deg, a/contact depth 2.793
alpha 0.8158, beta 0.4764 (dimensionless)
contact depth nm | a nm | a/t | Eapp GPa | Eapp GPa linear | with cubic
   5 |   14.0 | 0.0279 | 5.117 | 5.117 | 5.117
  10 |   27.9 | 0.0559 | 5.238 | 5.239 | 5.238
  25 |   69.8 | 0.1396 | 5.635 | 5.643 | 5.635
  50 |  139.6 | 0.2793 | 6.395 | 6.475 | 6.390
 100 |  279.3 | 0.5586 | 8.210 | 9.186 | 7.970
5% overestimate: a/t 0.0585, a 29.2 nm, contact depth 10.5 nm
overestimate at depth t/10: 27.9 %
finite-element Eapp at depth t/10: 6.397 GPa
energy share of substrate at depth t/10 (finite elements | log slope):
  matched substrate 0.1993 | 0.1998
  silicon           0.0102 | 0.0103
accumulated share 0.2454, ln(Eapp/Ef) 0.2461
substrate modulus GPa | Eapp GPa | substrate energy share, depth t/10
      1 | 3.050 | 0.4137
      5 | 5.000 | 0.1998
     10 | 5.588 | 0.1244
     20 | 5.973 | 0.0718
     50 | 6.250 | 0.0320
    165 | 6.395 | 0.0103
rigid substrate: Eapp 6.462 GPa
sphere radius 5000 nm, contact depth 5 nm: a 223.6 nm, a/t 0.447, Eapp 7.448 GPa
line of 1/Eapp through 25 and 50 nm: intercept modulus 5.036 GPa
neglected effects at depth t/10:
  silicon at 130 | 188 GPa: Eapp 6.377 | 6.403 GPa
  film Poisson ratio 0.15 | 0.35: Eapp/Ef 1.262 | 1.308
  diamond (1100 GPa, 0.07) compliance: -0.61 %
  full sticking instead of no friction: +4.17 %
  inward edge motion, elastic cone on half-space: 6.0 % of a
  tip radius 50 nm: a larger by 6.2 %
  thickness left under tip 450 nm: Eapp 6.580 GPa
  density +10 % (modulus as density squared) within r<a, z<0.87a: +6.6 %
done: every assertion held
```
